# Does adding inverse lengths give the in-plane conductivity of a film?

## Question

I am estimating heat conduction along a film of thickness $d=100$ nm with rough walls. The bulk phonon mean free path $\Lambda$ is much longer than $d$. I treat wall scattering as one more resistance to phonon motion and write

$$\frac1{\Lambda_{\rm eff}}=\frac1\Lambda+\frac1d .$$

For $\Lambda=100$ µm this gives $\Lambda_{\rm eff}\approx100$ nm, which seems sensible: a phonon cannot go much farther than the film thickness before it meets a wall. Is this formula exact for diffuse walls? If not, can I repair it by replacing $d$ with a suitable multiple $ad$?

## Answer

It is not exact, and no fixed multiple repairs it. The weak point is the claim that a phonon cannot go much farther than $d$. One that travels nearly parallel to the walls can, and heat flow along the film favours those directions.

**The model.** Take phonons with a single speed $v$, a single mean free path $\Lambda=v\tau$ and an isotropic distribution of directions. Treat them as particles, and let bulk collisions be resistive and randomize direction. The walls are perfectly diffuse. The temperature gradient is uniform along $x$, and the walls lie at $z=0$ and $z=d$.

Write the phonon occupation as $n=n_0(T(x))+\varphi$, where $n_0$ is the local equilibrium occupation. To first order in the gradient, $\varphi$ does not depend on $x$, and the Boltzmann equation reads

$$v_x\frac{\partial n_0}{\partial T}\frac{dT}{dx}+v_z\frac{\partial\varphi}{\partial z}=-\frac{\varphi}{\tau}.$$

In the bulk the $z$ derivative vanishes, so $\varphi_{\rm bulk}=-\tau v_x(\partial n_0/\partial T)(dT/dx)$. In the film set $\varphi=h\,\varphi_{\rm bulk}$. Let $\mu=|v_z|/v$ be the absolute cosine of the angle to the film normal; grazing directions have small $\mu$. Dividing by $\varphi_{\rm bulk}/\tau$ gives, for phonons moving away from $z=0$,

$$\mu\Lambda\frac{dh}{dz}=1-h,\qquad h(0)=0 .$$

The boundary condition holds because a diffuse wall emits equally in $+x$ and $-x$. The deviation $\varphi$ is odd in $v_x$, so it brings no net energy to the wall and does not shift the local equilibrium. The solution is $h=1-e^{-z/(\mu\Lambda)}$. Phonons leaving the other wall give the mirror image.

**Averaging over the film.** Define $\delta=d/\Lambda$ and $t=\delta/\mu$. The thickness average of $h$ is

$$g(t)=\frac1d\int_0^d\left(1-e^{-z/(\mu\Lambda)}\right)dz
=1-\frac{1-e^{-t}}{t}.$$

The heat flux contains $v_x\varphi$, hence $v_x^2$. Averaged over azimuth, $v_x^2/v^2=(1-\mu^2)/2$, and its average over $0<\mu<1$ is $1/3$. Dividing by this bulk value gives

$$F\equiv\frac{\kappa}{\kappa_{\rm bulk}}=\frac{\Lambda_{\rm eff}}{\Lambda}
=\frac32\int_0^1(1-\mu^2)\,g(\delta/\mu)\,d\mu .$$

Insert $g$. The term 1 integrates to $\frac32\cdot\frac23=1$. In the rest, $1/t=\mu/\delta$ and $\int_0^1(\mu-\mu^3)d\mu=1/4$. With $E_n(\delta)=\int_0^1\mu^{n-2}e^{-\delta/\mu}d\mu$,

$$F=1-\frac{3}{8\delta}+\frac{3}{2\delta}\left[E_3(\delta)-E_5(\delta)\right].$$

At $\delta=0.2$ this gives 0.323. A numerical solution of the transport equation and a random walk with bulk and wall scattering both agree. The walk has a sampling error of about 0.5 percent, so its agreement to four digits is partly luck. Your formula gives 0.167.

**The thin film.** Let $W=E_3-E_5$. Since $E_n'=-E_{n-1}$, we have $W''=E_1-E_3$. For small $\delta$, $E_1=-\ln\delta-\gamma+\delta+\dots$, with $\gamma$ Euler's constant, and $E_3=\frac12-\delta+\dots$. Therefore

$$W''=-\ln\delta-\gamma-\tfrac12+2\delta+\dots$$

The starting values follow from $E_n(0)=1/(n-1)$: $W(0)=\frac12-\frac14=\frac14$ and $W'(0)=-(1-\frac13)=-\frac23$. Integrating $-\ln\delta$ twice gives $-\frac{\delta^2}{2}\ln\delta+\frac{3\delta^2}{4}$, so

$$W=\frac14-\frac{2\delta}{3}+\frac{\delta^2}{2}\left(\ln\frac1\delta+1-\gamma\right)+\frac{\delta^3}{3}+\dots$$

Multiply by $3/(2\delta)$. The first term cancels $-3/(8\delta)$ and the second cancels the 1. What remains, multiplied by $\Lambda$, is

$$\Lambda_{\rm eff}=\frac{3d}{4}\left[\ln\frac{\Lambda}{d}+1-\gamma\right]+\frac{d^2}{2\Lambda}+\dots$$

This grows without bound as $\Lambda/d$ increases. Your formula stops at $d$, and the version with $ad$ stops at $ad$. That is why no constant $a$ can work.

**Where the logarithm comes from.** For $\mu\gg\delta$, $t$ is small and $g\approx t/2=\delta/(2\mu)$. A band of directions $\alpha<\mu<\beta$ with $\alpha\gg\delta$ then contributes

$$\frac{3\delta}{4}\int_\alpha^\beta\frac{1-\mu^2}{\mu}\,d\mu
=\frac{3\delta}{4}\left[\ln\frac\beta\alpha-\frac{\beta^2-\alpha^2}{2}\right]$$

to $F$. At small $\mu$ every decade adds nearly the same amount. The series ends near $\mu\sim\delta$, where the path between walls becomes comparable with $\Lambda$ and bulk scattering takes over. The final sliver $\mu<\delta$ makes no logarithm by itself: because $g\le1$, it adds at most $3\delta/2$ to $F$. The logarithm belongs to the whole range of directions from $\mu\sim1$ down to $\mu\sim\delta$.

A cutoff confirms this. When $\delta$ falls from $10^{-5}$ to $10^{-6}$, $\Lambda_{\rm eff}/d$ rises from 8.95 to 10.68. If only directions with $\mu>0.1$ are kept, it stays at 1.356.

**What the inverse sum loses.** Suppose you add inverse lengths separately for each direction. The mean distance back to the wall, averaged over the thickness, is $d/(2\mu)$, so the reduction factor becomes

$$\frac{1/\Lambda}{1/\Lambda+2\mu/d}=\frac{\delta}{\delta+2\mu}=\frac{t}{t+2}.$$

For $\delta\to0$, $\int_0^1d\mu/(\delta+2\mu)\to\frac12\ln(2/\delta)$ and $\int_0^1\mu^2d\mu/(\delta+2\mu)\to\frac14$. The angular average is then

$$\frac{3\delta}{2}\left[\frac12\ln\frac2\delta-\frac14\right]=\frac{3\delta}{4}\left[\ln\frac2\delta-\frac12\right].$$

The logarithm survives with the right coefficient, though the constant is wrong: at $\delta=10^{-4}$ this recipe gives $\Lambda_{\rm eff}=7.05\,d$, against the correct $7.22\,d$. So the logarithm is lost when one boundary length is assigned to all directions.

**The sign of your error.** The directional recipe also supplies a lower bound. Subtracting,

$$g-\frac{t}{t+2}=\frac{2}{t+2}-\frac{1-e^{-t}}{t}=\frac{t-2+(t+2)e^{-t}}{t(t+2)} .$$

The numerator vanishes at $t=0$, and its derivative $1-(1+t)e^{-t}$ is not negative because $e^t\ge1+t$. Hence $g\ge t/(t+2)$. Next, $\delta/(\delta+2\mu)$ is a convex function of $\mu$, so its average is at least its value at the average $\mu$. With weight $\frac32(1-\mu^2)$ that average is $\frac32(\frac12-\frac14)=\frac38$. Therefore

$$F\ge\frac{\delta}{\delta+3/4}>\frac{\delta}{\delta+1}.$$

The last expression is your formula. Within this model it underestimates the conductivity at every thickness.

**The thick film.** The missing logarithm is not the only fault. For $\delta\gg1$ the exponential integrals are exponentially small and $F\approx1-3/(8\delta)$. The rule with $ad$ gives

$$\frac{a\delta}{1+a\delta}=1-\frac{1}{a\delta}+\dots,$$

so a correct first correction needs $a=8/3$. With $a=1$ the predicted reduction is too large by a factor $8/3$.

More generally, solving $F=a\delta/(1+a\delta)$ for $a$ gives the multiple needed at each thickness, $a=F/[\delta(1-F)]$. It is 2.57 at $\delta=10$, has a minimum of about 2.16 near $\delta=0.8$, and rises to 5.5 at $\delta=10^{-3}$. The choice $a=8/3$ is thus a serviceable interpolation for moderate films. Over a scan from $\delta=100$ down to the crossing at $\delta\approx0.095$, it exceeds the correct $F$ by at most about 10 percent of that $F$. Below the crossing it falls short, and the shortfall, as a fraction of the correct $F$, grows as the film gets thinner relative to $\Lambda$.

**Your film in numbers.** Keep $d=100$ nm and vary $\Lambda$:

| $\Lambda$ (nm) | correct $\Lambda_{\rm eff}$ (nm) | $a=1$ (nm) | $a=8/3$ (nm) |
|---:|---:|---:|---:|
| 100 | 68 | 50 | 73 |
| 1000 | 209 | 91 | 211 |
| 10000 | 378 | 99 | 260 |
| 100000 | 550 | 100 | 266 |

The close agreement of the last column at $\Lambda=1000$ nm is accidental: $\delta=0.1$ happens to lie next to the crossing.

For your case, $\Lambda=100$ µm, in the particle model with perfectly diffuse walls, $\delta=10^{-3}$ and

$$\Lambda_{\rm eff}\approx75\ \text{nm}\times(6.908+1-0.577)\approx550\ \text{nm}.$$

With round model values for the heat capacity, $C=1.0\times10^5$ J/(m³ K), and the speed, $v=5000$ m/s,

$$\kappa=\frac{Cv\Lambda_{\rm eff}}{3}=\frac{(1.0\times10^5)(5000)(550\times10^{-9})}{3}\approx92\ \text{W/(m K)}.$$

Your formula gives 17 W/(m K), too small by a factor of about 5.5. The same values imply a very high bulk conductivity, $Cv\Lambda/3\approx17000$ W/(m K), so this example illustrates the formula and is not an estimate for a particular material.

The 550 nm divides by direction as follows: 135 nm from $0.1<\mu<1$, 170 nm from $0.01<\mu<0.1$, 153 nm from $0.001<\mu<0.01$, and 91 nm from $\mu<0.001$. The third part is below the second because $g=t/2-t^2/6+\dots$ drops under $t/2$ as $\mu$ approaches $\delta$. Directions with $\mu<0.1$ carry 75 percent of the heat in this film, compared with 15 percent in the bulk. The remaining values are in the numerical output.

**Why a wire is different.** In a long circular wire of diameter $D$ with diffuse walls, your estimate does hold in the thin limit, although single phonons moving near the axis still travel much farther than $D$ between walls. Let $\theta$ be the angle to the axis and $s$ the distance back to the wall, projected on the cross-section. The path is $s/\sin\theta$, also long near the axis, but the solid angle contains $\sin\theta\,d\theta$, which cancels the growth. For $\Lambda\gg D$,

$$\Lambda_{\rm eff}=3\langle s\rangle\int_0^{\pi/2}\cos^2\theta\,\frac{1}{\sin\theta}\,\sin\theta\,d\theta=\frac{3\pi}{4}\langle s\rangle .$$

For a fixed projected direction, a chord at offset $b$ from the centre has length $c=2\sqrt{R^2-b^2}$, where $R=D/2$. Integrating $s$ along it gives $c^2/2$, so

$$\langle s\rangle=\frac{1}{\pi R^2}\int_{-R}^{R}2(R^2-b^2)\,db=\frac{8R}{3\pi}=\frac{4D}{3\pi},$$

and $\Lambda_{\rm eff}\to D$. Numerically, $\Lambda_{\rm eff}/D=0.997$ at $\Lambda=1000D$. In the film the solid angle near grazing is $d\mu$ while the path grows as $1/\mu$, and $\int d\mu/\mu$ is the logarithm.

**When the film formula applies.** Grazing paths reach lengths of order $\Lambda$, so the gradient must be uniform over such distances; in steady state this holds far from the ends of a film much longer than $\Lambda$ that is heated and cooled only at its ends. If $\Lambda$ varies between phonon modes, apply $F(d/\Lambda)$ to each mode and weight it by that mode's bulk conductivity. Partly specular walls need a different boundary condition. This matters for real rough walls, because they reflect more like mirrors near grazing incidence. For rms roughness $\eta$ and phonon wavelength $\lambda$, a common estimate of the specular fraction is $e^{-(4\pi\eta\mu/\lambda)^2}$, so a wall is diffuse only for directions with $4\pi\eta\mu/\lambda\gg1$. To keep this true down to $\mu\sim\delta=10^{-3}$, $\eta$ would have to be much larger than $80\lambda$. For $\lambda=1$ nm that means much more than 80 nm, which a film 100 nm thick does not allow. The 550 nm above is therefore the particle-model value for ideal diffuse walls. Within the same model, smaller roughness leaves the grazing directions partly specular and can raise the conductivity a great deal. The particle picture sets a further limit. Standing waves across the film allow only separate values of $\mu$, about $\lambda/(2d)$ apart. The logarithm can therefore extend down to $\mu\sim\delta$ only if $\lambda/(2d)\ll\delta$, that is, $\lambda\ll2d^2/\Lambda$. For your film $2d^2/\Lambda=0.2$ nm, which is shorter than phonon wavelengths in ordinary crystals. So the 550 nm shows what the particle model gives and why the inverse sum fails within it; it is not a prediction for a real 100 nm film. If bulk collisions mostly conserve the total phonon momentum instead of randomizing direction, the film formula fails in general, but not in films much thinner than the path between collisions. There the walls leave little net momentum to conserve, and $\kappa\approx F\,Cv\Lambda/3$ remains an approximation, provided $\Lambda$ is the path between collisions and not a longer path inferred from the bulk conductivity. Each collision hands on a fraction of about $F$ of the drift, so with fully momentum-conserving collisions in a thin film the conductivity exceeds this value by a factor near $1/(1-F)$: about 0.6 percent at $\delta=10^{-3}$, 4 percent at $\delta=10^{-2}$, but already 27 percent at $\delta=0.1$. The condition is $F\ll1$, which is stricter than $\delta\ll1$.

## Values computed for the example and the checks

```
check at delta = 0.2: F closed form 0.3230
  F Boltzmann grid 0.3230, F random walk 0.3230
  F rule a=1 0.1667, rule a=8/3 0.3478
film thickness 100 nm, speed 5000 m/s
heat capacity 1.0e+05 J/(m^3 K)
effective path in nm:
bulk path nm | delta | F | exact | thin formula | a=1 | a=8/3
10 | 10 | 0.96250 | 9.6 | - | 9.1 | 9.6
100 | 1 | 0.68386 | 68.4 | - | 50.0 | 72.7
1000 | 0.1 | 0.20913 | 209.1 | 209.4 | 90.9 | 210.5
10000 | 0.01 | 0.03776 | 377.6 | 377.6 | 99.0 | 259.7
100000 | 0.001 | 0.00550 | 549.8 | 549.8 | 99.9 | 266.0
conductivity in W/(m K):
bulk path nm | bulk | film exact | a=1 | a=8/3
10 | 1.67 | 1.60 | 1.52 | 1.61
100 | 16.67 | 11.40 | 8.33 | 12.12
1000 | 166.67 | 34.86 | 15.15 | 35.09
10000 | 1666.67 | 62.93 | 16.50 | 43.29
100000 | 16666.67 | 91.64 | 16.65 | 44.33
log growth per decade of bulk path: 172.7 nm
computed growth, last decade: 172.2 nm
angular parts of effective path, bulk path 100000 nm:
  mu 0.1 to 1: 135.4 nm
  mu 0.01 to 0.1: 170.1 nm
  mu 0.001 to 0.01: 152.9 nm
  mu 0 to 0.001: 91.5 nm
heat share of mu < 0.1: film 0.754, bulk 0.149
effective path / thickness at delta = 1e-5, 1e-6:
  all directions 8.952, 10.679
  only mu > 0.1 1.356, 1.356
directional rule at delta = 1e-4: 7.053 thicknesses
  exact there: 7.225 thicknesses
multiple a needed to make the rule exact:
  delta 0.0001: a = 7.230
  delta 0.001: a = 5.529
  delta 0.01: a = 3.924
  delta 0.1: a = 2.644
  delta 1: a = 2.163
  delta 10: a = 2.567
minimum a = 2.156 at delta = 0.790
a = 8/3 crosses exact curve at delta = 0.0950
largest excess of 8/3 rule: 9.87 percent at delta = 0.38
wire effective path / diameter, bulk path 10, 100, 1000 diameters:
  0.8726, 0.9787, 0.9970
```
